# Second-Order Energy by Quadrature in One Dimension, Including Nodes: a numerical check

```python
"""Second-order energy in one dimension by quadrature, with nodes.

H = -(1/2) d2/dx2 + V + strength*W (hbar = m = 1), hard walls at both ends.
psi: unperturbed state; E1 = <W>; G(x) = integral from the left wall of
(W - E1) psi^2. Claim: E2 = -2 * finite part of integral G^2/psi^2, where
each node a contributes the counterterm 2 G(a)^2 / (psi'(a)^2 eps) for a
removed window |x-a| < eps. An equivalent integral has no singularity.
Reference values come from diagonalization and differences in strength.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(400)


class PerturbedState:
    def __init__(self, V, W, left, right, level, strength, size=70):
        self.V, self.W = V, W
        self.left, self.right = left, right
        self.length = right - left
        self.level, self.strength = level, strength
        self.k = np.arange(1, size + 1) * np.pi / self.length
        x = left + self.length * (GAUSS_X + 1) / 2
        weight = GAUSS_W * self.length / 2
        basis = np.sqrt(2 / self.length) * np.sin(np.outer(x - left, self.k))
        self.H0 = np.diag(self.k**2 / 2) + basis.T @ ((weight * V(x))[:, None] * basis)
        self.Wmat = basis.T @ ((weight * W(x))[:, None] * basis)
        values, vectors = np.linalg.eigh(self.H0)
        self.E, self.c = values[level], vectors[:, level]
        self.E1 = self.c @ self.Wmat @ self.c
        self.grid = np.linspace(left, right, 4001)
        self.psi = self.wave(self.c, self.grid)
        self.dpsi = self.slope(self.c, self.grid)
        source = (W(self.grid) - self.E1) * self.psi**2
        self.primitive = CubicSpline(self.grid, source).antiderivative()
        self.total = self.primitive(right)
        # Tiny tail values are skipped when looking for sign changes.
        keep = np.abs(self.psi) > 1e-6
        xs, ps = self.grid[keep], self.psi[keep]
        places = np.where(ps[:-1] * ps[1:] < 0)[0]
        self.nodes = np.array([self.find_node(self.c, xs[i], xs[i + 1])
                               for i in places])
        assert len(self.nodes) == level

    def wave(self, c, x):
        x = np.atleast_1d(x)
        return np.sqrt(2 / self.length) * (np.sin(np.outer(x - self.left, self.k)) @ c)

    def slope(self, c, x):
        x = np.atleast_1d(x)
        return np.sqrt(2 / self.length) * (
            np.cos(np.outer(x - self.left, self.k)) @ (self.k * c))

    def find_node(self, c, a, b):
        return brentq(lambda x: self.wave(c, x)[0], a, b, xtol=1e-14)

    def G(self, x):
        # Integrating from the nearer wall keeps the small tails accurate.
        value = self.primitive(x)
        middle = (self.left + self.right) / 2
        return np.where(x < middle, value, value - self.total)

    def energy(self, strength):
        return np.linalg.eigvalsh(self.H0 + strength * self.Wmat)[self.level]

    def reference_E2(self):
        def curvature(h):
            return (self.energy(h) + self.energy(-h) - 2 * self.energy(0)) / (2 * h * h)
        h = self.strength
        return (4 * curvature(h) - curvature(2 * h)) / 3

    def vector(self, strength):
        c = np.linalg.eigh(self.H0 + strength * self.Wmat)[1][:, self.level]
        return c * np.sign(c @ self.c)

    def cut_integral(self, eps):
        starts = np.concatenate(([self.left], self.nodes + eps))
        ends = np.concatenate((self.nodes - eps, [self.right]))
        result = 0.0
        for a, b in zip(starts, ends):
            x = a + (b - a) * (GAUSS_X + 1) / 2
            ratio = self.G(x) / self.wave(self.c, x)
            result += (b - a) / 2 * np.sum(GAUSS_W * ratio**2)
        return result

    def counterterm(self, eps):
        if self.level == 0:
            return 0.0
        slopes = self.slope(self.c, self.nodes)
        return 2 * np.sum(self.G(self.nodes)**2 / slopes**2) / eps

    def finite_part_E2(self):
        # The remaining window error is odd in eps; remove its linear term.
        eps = 0.0005 * self.length
        value = [self.cut_integral(e) - self.counterterm(e) for e in (eps, eps / 2)]
        return -2 * (2 * value[1] - value[0])

    def regular_E2(self, q):
        x, p, d = self.grid, self.psi, self.dpsi
        g = self.G(x)
        k2 = 2 * (self.E - self.V(x))
        D = d**2 + q**2 * p**2
        integrand = (2 * g * (self.W(x) - self.E1) * p * d / D
                     + g**2 * (k2 - q**2) * (d**2 - q**2 * p**2) / D**2)
        return -2 * CubicSpline(x, integrand).integrate(self.left, self.right)

    def node_rates(self):
        return 2 * self.G(self.nodes) / self.slope(self.c, self.nodes)**2

    def check(self, q_values, relative=2e-5):
        reference = self.reference_E2()
        tolerance = relative * abs(reference) + 1e-9
        assert abs(self.finite_part_E2() - reference) < tolerance
        for q in q_values:
            assert abs(self.regular_E2(q) - reference) < tolerance
        h = 0.02 * self.strength
        plus, minus = self.vector(h), self.vector(-h)
        first = (plus - minus) / (2 * h)
        wronskian = (self.psi * self.slope(first, self.grid)
                     - self.dpsi * self.wave(first, self.grid))
        assert np.max(np.abs(wronskian - 2 * self.G(self.grid))) < 1e-5
        if self.level:
            width = 0.005 * self.length
            moved = [(self.find_node(plus, a - width, a + width)
                      - self.find_node(minus, a - width, a + width)) / (2 * h)
                     for a in self.nodes]
            assert np.allclose(moved, self.node_rates(), rtol=1e-4, atol=1e-7)
        return reference


def linear(x):
    return x


def oscillator(x):
    return x**2 / 2


print("Oscillator, W=x (oscillator units): level, E2 finite part, E2 diagonalization")
for level in range(4):
    state = PerturbedState(oscillator, linear, -6.5, 6.5, level, 0.01)
    reference = state.check((1.0, 2.5))
    assert abs(reference + 0.5) < 1e-6
    print(f"  {level}  {state.finite_part_E2():.6f}  {reference:.6f}")
    if level == 1:
        first_excited = state
part = -first_excited.finite_part_E2() / 2
rate = first_excited.node_rates()[0]
assert abs(part - 0.25) < 1e-5 and abs(rate + 1) < 1e-6
print(f"Level 1: finite part of integral = {part:.6f}; node shift/strength = {rate:.6f}")

pinned = PerturbedState(oscillator, lambda x: x**2, -6.5, 6.5, 1, 0.01)
pinned_reference = pinned.check((1.0, 2.5))
plain = -2 * pinned.cut_integral(0.0)
assert abs(pinned.G(pinned.nodes)[0]) < 1e-9
assert abs(plain - pinned_reference) < 1e-5
print(f"Level 1, W=x^2: plain integral E2 = {plain:.6f}, "
      f"diagonalization = {pinned_reference:.6f} (oscillator units)")

print("Well V=x^2/2+0.1x^3+0.05x^4, W=x-0.4x^2, walls at -5 and 5 (hbar=m=1)")
print("  level, E2 finite part, E2 regular integral (q=1), E2 diagonalization")
for level in range(4):
    state = PerturbedState(lambda x: x**2 / 2 + 0.1 * x**3 + 0.05 * x**4,
                           lambda x: x - 0.4 * x**2, -5.0, 5.0, level, 0.01)
    reference = state.check((1.0, 2.5))
    if level == 0:
        assert reference < 0
    print(f"  {level}  {state.finite_part_E2():.6f}  "
          f"{state.regular_E2(1.0):.6f}  {reference:.6f}")

print("Box, W=eFx: n, E2 closed form, finite part, diagonalization [m(eF)^2 L^4/hbar^2]")
boxes, closed_forms = {}, {}
for n in (1, 2, 3):
    box = PerturbedState(lambda x: 0 * x, linear, -0.5, 0.5, n - 1, 1.0)
    reference = box.check((n * np.pi, 4.0))
    closed = ((n * np.pi)**2 - 15) / (24 * (n * np.pi)**4)
    assert abs(closed / reference - 1) < 1e-5
    boxes[n], closed_forms[n] = box, closed
    print(f"  {n}  {closed:.8f}  {box.finite_part_E2():.8f}  {reference:.8f}")
assert closed_forms[1] < 0 < closed_forms[2]

box = boxes[2]
node_G = box.G(box.nodes)[0]
node_slope2 = box.slope(box.c, box.nodes)[0]**2
print(f"Box n=2 at node: G/(eFL) = {node_G:.6f}, L^3 psi'^2 = {node_slope2:.6f}")
print("Box n=2: eps/L, cut integral, counterterm, -2*cut, -2*(cut-counterterm)")
print("  (last four in scaled units hbar=m=L=eF=1)")
for eps in (0.1, 0.01, 0.001):
    cut, counter = box.cut_integral(eps), box.counterterm(eps)
    print(f"  {eps:.3f}  {cut:.8f}  {counter:.8f}  {-2*cut:.8f}  {-2*(cut-counter):.8f}")

length = 10e-9
field = 2e5
energy_unit = constants.hbar**2 / (constants.m_e * length**2)
scaled_field = constants.e * field * length / energy_unit
micro_eV = 1e-6 * constants.e
print(f"Electron box length = {length*1e9:.1f} nm")
print(f"Electric field = {field:.1e} V/m")
print(f"Energy unit hbar^2/(m L^2) = {energy_unit/micro_eV:.4f} micro-eV")
print(f"Field energy eFL = {constants.e*field*length/micro_eV:.4f} micro-eV")
print(f"Scaled field eFL/(hbar^2/(m L^2)) = {scaled_field:.6f}")
print(f"Shift prefactor m(eF)^2 L^4/hbar^2 = "
      f"{scaled_field**2*energy_unit/micro_eV:.4f} micro-eV")
for n in (1, 2):
    second = closed_forms[n] * scaled_field**2 * energy_unit / micro_eV
    full = (boxes[n].energy(scaled_field) - boxes[n].energy(0)) * energy_unit / micro_eV
    assert abs(second / full - 1) < 0.02
    print(f"n={n}: unperturbed energy = {boxes[n].E*energy_unit/micro_eV:.3f} micro-eV")
    print(f"n={n}: second-order shift = {second:.4f} micro-eV, full shift = {full:.4f} micro-eV")
shift_nm = box.node_rates()[0] * scaled_field * length * 1e9
print(f"n=2: first-order node displacement = {shift_nm:.5f} nm")
print("verified")
```

Running it gives:

```
Oscillator, W=x (oscillator units): level, E2 finite part, E2 diagonalization
  0  -0.500000  -0.500000
  1  -0.500000  -0.500000
  2  -0.500000  -0.500000
  3  -0.500000  -0.500000
Level 1: finite part of integral = 0.250000; node shift/strength = -1.000000
Level 1, W=x^2: plain integral E2 = -0.750000, diagonalization = -0.750000 (oscillator units)
Well V=x^2/2+0.1x^3+0.05x^4, W=x-0.4x^2, walls at -5 and 5 (hbar=m=1)
  level, E2 finite part, E2 regular integral (q=1), E2 diagonalization
  0  -0.548860  -0.548860  -0.548860
  1  -0.540834  -0.540834  -0.540834
  2  -0.482803  -0.482803  -0.482803
  3  -0.435983  -0.435983  -0.435984
Box, W=eFx: n, E2 closed form, finite part, diagonalization [m(eF)^2 L^4/hbar^2]
  1  -0.00219452  -0.00219452  -0.00219452
  2  0.00065441  0.00065441  0.00065441
  3  0.00038987  0.00038987  0.00038987
Box n=2 at node: G/(eFL) = -0.125000, L^3 psi'^2 = 78.956835
Box n=2: eps/L, cut integral, counterterm, -2*cut, -2*(cut-counterterm)
  (last four in scaled units hbar=m=L=eF=1)
  0.100  0.00313824  0.00395786  -0.00627649  0.00163923
  0.010  0.03919932  0.03957859  -0.07839865  0.00075852
  0.001  0.39545346  0.39578587  -0.79090692  0.00066483
Electron box length = 10.0 nm
Electric field = 2.0e+05 V/m
Energy unit hbar^2/(m L^2) = 761.9964 micro-eV
Field energy eFL = 2000.0000 micro-eV
Scaled field eFL/(hbar^2/(m L^2)) = 2.624684
Shift prefactor m(eF)^2 L^4/hbar^2 = 5249.3685 micro-eV
n=1: unperturbed energy = 3760.302 micro-eV
n=1: second-order shift = -11.5199 micro-eV, full shift = -11.5134 micro-eV
n=2: unperturbed energy = 15041.206 micro-eV
n=2: second-order shift = 3.4353 micro-eV, full shift = 3.4290 micro-eV
n=2: first-order node displacement = -0.08311 nm
verified
```
